# Why Anionic Transition States Need Diffuse Functions More Than Neutral Reactants

**Question.** Why does adding diffuse basis functions lower the energy of an anionic transition state more than that of a compact neutral reactant, and what does this do to the computed barrier?

**Answer.**

## The mechanism, and a correction to the comparison

The outer electron of an anion is usually held less firmly than that of a closed-shell neutral molecule. A weakly held electron spends much of its time outside the attractive region, where its wave function decays slowly. A Gaussian $e^{-\alpha r^2}$ decays fast unless $\alpha$ is small. A finite basis with no small exponents therefore squeezes the electron inward, at a cost in kinetic energy. A firmly bound electron has a tail too, but a short one, which larger exponents can describe.

This compares two species, and a barrier involves more. Charge is conserved, so an anionic transition state cannot be formed from neutral reactants alone: unless a free electron is captured, at least one reactant is an anion, usually with a loosely held electron of its own. The barrier error is the error of the transition state minus the errors of all reactants. Its sign needs the whole account.

## A weakly bound electron that can be solved

Take one s electron in a static spherical well, in atomic units. Let $I=\kappa^2/2$ be its detachment energy, so that $E=-\kappa^2/2$. Choose

$$\psi=\frac{u}{r},\qquad u=e^{-\kappa r}-e^{-\beta r},\qquad \beta=\kappa+\lambda .$$

The radial equation $-\tfrac12u''+Vu=Eu$ tells which potential has this solution:

$$V=\frac{u''}{2u}-\frac{\kappa^2}{2}
=\frac{\kappa^2e^{-\kappa r}-\beta^2e^{-\beta r}-\kappa^2e^{-\kappa r}+\kappa^2e^{-\beta r}}{2u}
=-\frac{(\beta^2-\kappa^2)\,e^{-\beta r}}{2u}.$$

Dividing numerator and denominator by $e^{-\beta r}$ gives

$$V=-\frac{g}{e^{\lambda r}-1},\qquad g=\frac{\beta^2-\kappa^2}{2}=\frac{\lambda(\lambda+2\kappa)}{2}.$$

Since $u(0)=0$ and $u$ has no other zero, this is the ground state. The range $1/\lambda$ is held fixed below, and the depth $g$ alone sets the binding. The well has no Coulomb tail, as suits an electron leaving a singly charged anion, because a neutral core stays behind. The weaker long-range attraction due to the core's polarization, and to its dipole if it has one, is left out.

The size of the state follows from elementary integrals of $u^2$:

$$\langle r^2\rangle=\frac{\dfrac{2}{(2\kappa)^3}+\dfrac{2}{(2\beta)^3}-\dfrac{4}{(\kappa+\beta)^3}}{\dfrac1{2\kappa}+\dfrac1{2\beta}-\dfrac2{\kappa+\beta}} .$$

For $\kappa\ll\lambda$ the first terms dominate and $\sqrt{\langle r^2\rangle}\to1/(\sqrt2\,\kappa)$: the size is then set by the binding energy, not by the well.

## Which Gaussians the state is made of

Consider $M=\int_0^\infty e^{-s^2r^2-\kappa^2/4s^2}\,ds$. Completing the square,

$$s^2r^2+\frac{\kappa^2}{4s^2}=y^2+\kappa r,\qquad y=sr-\frac{\kappa}{2s}.$$

The substitution $s\to\kappa/(2rs)$ turns $y$ into $-y$ and $ds$ into $\kappa\,ds/(2rs^2)$. Averaging the two forms of the integral, and using $dy=r\,[1+\kappa/(2rs^2)]\,ds$,

$$M=\frac{e^{-\kappa r}}{2}\int_0^\infty\Big(1+\frac{\kappa}{2rs^2}\Big)e^{-y^2}ds
=\frac{e^{-\kappa r}}{2r}\int_{-\infty}^{\infty}e^{-y^2}dy=\frac{\sqrt\pi}{2r}\,e^{-\kappa r}.$$

Applied to both terms of $\psi$, this gives

$$\psi(r)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2r^2}\Big[e^{-\kappa^2/4s^2}-e^{-\beta^2/4s^2}\Big]ds .$$

The state is a superposition of Gaussians with exponents $\alpha=s^2$. Exponents well below $\kappa^2/4=I/2$ are exponentially suppressed; those near it are not. For the tail $e^{-\kappa r}/r$ the integrand peaks at $y=0$, that is at $\alpha=\kappa/(2r)$, so larger distances call for smaller exponents. Weak binding moves the lower edge of the required band towards zero.

## What cutting off the small exponents costs

Remove all exponents below $a$. Call the missing part $\eta$ and the remainder $\phi=\psi-\eta$. Because $(H-E)\psi=0$ and $H$ is Hermitian, every term containing $\psi$ drops out:

$$E[\phi]-E=\frac{\langle\psi-\eta|H-E|\psi-\eta\rangle}{\langle\phi|\phi\rangle}=\frac{\langle\eta|H-E|\eta\rangle}{\langle\phi|\phi\rangle}.$$

As $V<0$, omitting it can only raise the numerator, which leaves $\tfrac12\langle\eta|p^2+\kappa^2|\eta\rangle$ as an upper bound. The Fourier transform of $e^{-s^2r^2}$ is $(\pi/s^2)^{3/2}e^{-p^2/4s^2}$. With $t=1/(4s^2)$ the prefactors combine to $4\pi$:

$$\tilde\eta(p)=4\pi\int_{1/4a}^{\infty}e^{-p^2t}\big(e^{-\kappa^2t}-e^{-\beta^2t}\big)dt,
\qquad 0\le\tilde\eta\le\frac{4\pi\,e^{-(p^2+\kappa^2)/4a}}{p^2+\kappa^2}.$$

Inserting this in $\tfrac12\int(p^2+\kappa^2)\,\tilde\eta^2\,d^3p/(2\pi)^3$, with $d^3p=4\pi p^2dp$, gives

$$E[\phi]-E\le\frac{4J}{\langle\phi|\phi\rangle},\qquad
J=\int_0^\infty\frac{p^2\,e^{-(p^2+\kappa^2)/2a}}{p^2+\kappa^2}\,dp .$$

Write $p^2/(p^2+\kappa^2)=1-\kappa^2/(p^2+\kappa^2)$. The first part is a Gaussian integral. For the second, let $K(\mu)=\int_0^\infty e^{-\mu(p^2+\kappa^2)}/(p^2+\kappa^2)\,dp$. Then $dK/d\mu=-\tfrac12\sqrt{\pi/\mu}\,e^{-\mu\kappa^2}$ and $K(\infty)=0$, so $K=(\pi/2\kappa)\,\mathrm{erfc}(\kappa\sqrt\mu)$. With $\mu=1/2a$,

$$J=\sqrt{\frac{\pi a}{2}}\;e^{-\kappa^2/2a}-\frac{\pi\kappa}{2}\,\mathrm{erfc}\!\Big(\frac{\kappa}{\sqrt{2a}}\Big).$$

For $a\ll\kappa^2$, the expansion $\mathrm{erfc}(z)\approx e^{-z^2}(1-1/2z^2)/(z\sqrt\pi)$ cancels the leading terms and leaves $J\approx\sqrt{\pi a/2}\,(a/\kappa^2)\,e^{-I/a}$. The controlling factor is $e^{-I/a}$: the error is sure to be small once the smallest exponent lies well below the detachment energy in hartree.

This condition is sufficient, not necessary. For $I=2$ eV and $a=0.02$ bohr$^{-2}$ the cut function is in error by 0.60 kJ/mol, against a bound of 0.76. At $a=0.2$ bohr$^{-2}$ its error is 344 kJ/mol, far more than a variational calculation suffers, because the remaining coefficients have not been readjusted.

Readjustment has a striking limit. If a radial function is orthogonal to $e^{-\alpha r^2}$ for every $\alpha\ge a$, its Laplace transform in the variable $r^2$ vanishes on a half-line, and the function is zero. The set of all exponents above $a$ is therefore complete. The need for diffuse functions arises because a practical basis contains only a few of them.

## Why the loss shrinks as binding grows

Let $E_c$ be the lowest energy in a fixed compact basis and $E_w$ that in the same basis with diffuse functions added. The larger space contains the smaller one, so

$$L=E_c-E_w\ge0 .$$

Write $V=gv$ with $v=-1/(e^{\lambda r}-1)$. Each energy is stationary with respect to its coefficients, so when $g$ changes, the explicit change of $H$ alone contributes to first order: $dE/dg=\langle v\rangle$ in each basis. Hence

$$\frac{dL}{dg}=\langle v\rangle_c-\langle v\rangle_w .$$

The compact function, with no room outside, keeps the electron more in the well, where $v$ is strongly negative. Then $\langle v\rangle_c<\langle v\rangle_w$, and $L$ falls as the well deepens. This sign is not guaranteed for every pair of bases. It was tested for the five bindings below, where the derivative runs from $-0.18$ at 1 eV to $-0.006$ at 12 eV.

## Numbers from the model

Take $\lambda=1$ bohr$^{-1}$ and ten exponents starting at $a=0.2$ bohr$^{-2}$, each three times the last. The large ones serve the $-g/(\lambda r)$ behaviour of the well near the origin. Four diffuse functions are then added, continuing the series downwards. In the table, $a_{1\%}$ is the smallest exponent at which the missing diffuse functions cost 1% of $I$.

| $I$ (eV) | rms $r$ (bohr) | $E_c$ (eV) | $L$ (kJ/mol) | $a_{1\%}$ (bohr$^{-2}$) |
|---|---|---|---|---|
| 1 | 3.51 | 0.176 | 113.5 | 0.031 |
| 2 | 2.67 | −1.280 | 69.5 | 0.059 |
| 4 | 2.04 | −3.682 | 30.7 | 0.111 |
| 8 | 1.56 | −7.928 | 6.9 | 0.205 |
| 12 | 1.33 | −11.984 | 1.5 | 0.293 |

At 2 eV the compact basis misses $2.000-1.280=0.720$ eV, more than a third of the binding. At 12 eV it misses 0.016 eV. At 1 eV the compact energy is positive: the basis fails to bind an electron that the well does bind.

For this range of the well and this spacing of exponents, the required exponent follows the band edge. At 2 eV, $a_{1\%}/(\kappa^2/4)=0.0589/0.0367=1.6$; over the whole table this ratio stays between 1.3 and 1.7.

One may ask whether any extra function would do as well. At 2 eV, one diffuse function lowers the energy by 66 kJ/mol. The best single function inserted midway, on a logarithmic scale, between two existing exponents gives 23 kJ/mol. A function placed closer to the lowest exponent can recover more than one at a midpoint, so this control is not the best that denser spacing can do. It does show that extra functions within the compact range recover part of the tail, as completeness requires.

The ratio of losses between 2 and 12 eV is 47, and it should not be carried over to molecules. An electron leaving a neutral molecule leaves a cation behind and feels $-1/r$ at long range. Its radial function then obeys $u''\approx(\kappa^2-2/r)u$, so that $u\sim r^{1/\kappa}e^{-\kappa r}$, which is larger at a distance than $e^{-\kappa r}$. Replacing the well by $-1/r+0.102/(e^{\lambda r}-1)$, which keeps the binding at 12 eV, raises the loss from 1.5 to 19 kJ/mol. This change also makes the attraction near the nucleus weaker, so the increase cannot be credited to the tail alone. The ratio drops to $69.5/19.1=3.6$. For this pair the order survives, but the large factor does not. Nor is the order guaranteed for every pair: the anion bound by 8 eV in the table loses 6.9 kJ/mol, less than this neutral. Binding energy and the shape of the tail both matter.

## A real barrier: methyl transfer between fluoride ions

Consider F⁻ + CH₃F → [F–CH₃–F]⁻ at the Hartree–Fock level. The basis 6-31G* is compared with 6-31+G*, which adds diffuse s and p functions on carbon and fluorine; the smallest fluorine exponent drops from 0.358 to 0.108 bohr$^{-2}$. Spherical d functions are used. Geometries were refined in the larger basis, by one parabolic step in each coordinate from a nearby start, and held fixed for both, so the differences below come from the basis alone.

The transition state has two equal C–F distances of 1.847 Å. Moving carbon 0.15 Å towards one fluorine, with the hydrogens following by a quarter of that, lowers the energy by 13 kJ/mol, as expected along the transfer direction. This is a check along one direction, not a full vibrational analysis.

| Species | $L$ (kJ/mol) | Highest orbital, 6-31G* → 6-31+G* (eV) |
|---|---|---|
| CH₃F | 25.4 | −14.24 → −14.50 |
| [F–CH₃–F]⁻ | 163.4 | −5.25 → −6.86 |
| F⁻ | 176.4 | −2.12 → −4.85 |

The first part of the question is answered by the first two rows. The transition state gains more than six times as much as the neutral molecule. It also has one more heavy atom carrying diffuse functions, but per heavy atom the gains are still 54.5 and 12.7 kJ/mol. Among the three species, the higher the outermost orbital, the larger the gain. This is the order found within the short-range well. For the anion–neutral pair the model does not guarantee it, because the neutral's Coulomb tail can reverse the order, as shown above.

The last row shows why the transition state cannot be judged alone. With $B=E_{\rm TS}-E_{\rm F^-}-E_{\rm CH_3F}$, each energy falls by its own $L$ when the basis is enlarged, so

$$B_{\rm large}-B_{\rm small}=L_{\rm F^-}+L_{\rm CH_3F}-L_{\rm TS}
=176.4+25.4-163.4=38.4\ \text{kJ/mol}.$$

The barrier from separated reactants rises from −16.3 to +22.1 kJ/mol. Without diffuse functions the transition state lies below the reactants, because the reactants together lose 201.8 kJ/mol, most of it in the free fluoride ion, against 163.4 kJ/mol for the transition state. Had the diffuse functions been given to the transition state alone, the result would have been $-16.3-163.4=-179.7$ kJ/mol, which is meaningless. The same basis must serve every species.

Why does the free ion lose more than the transition state, although both carry one negative charge? The orbital energies point to firmer binding in the transition state. There is a second effect: inside the complex, each fluorine can use functions centred on its neighbours. A lone F⁻ supplied with the 6-31G* functions of the other atoms, placed as in the transition state but without their nuclei and electrons, gains 54.9 kJ/mol. This exceeds both the 13.0 kJ/mol by which the free ion's loss is the larger and the barrier shift of 38.4 kJ/mol. If the free ion is given these functions in the small basis and the large-basis energies are left as they are, the small-basis barrier rises by 54.9 kJ/mol. Adding diffuse functions then lowers the barrier by $54.9-38.4=16.5$ kJ/mol instead of raising it. Correcting both fragments in both bases (full counterpoise) changes little: CH₃F borrows 2.9 and 2.7 kJ/mol, and F⁻ borrows 2.1 kJ/mol in the large basis. The corrected barriers are 41.5 and 26.9 kJ/mol, a shift of $-14.6$ kJ/mol; the large-basis barrier itself moves by 4.8 kJ/mol. Borrowing in the small basis is thus enough to account for the whole upward shift, so the shift is not evidence for an effect of firmer binding.

## How far the model and the numbers reach

By Koopmans' theorem, with frozen orbitals and no correlation, the detachment energy of this transition state is about 6.9 eV, well above the 2 eV used to display the effect. The nearest model rows, 4 and 8 eV, give losses of 31 and 7 kJ/mol for one s electron. The real ion loses 163 kJ/mol with a whole outer shell of mostly p-type electrons that respond to one another, and its compact fluorine basis stops at a larger exponent than the model's. Squeezing these electrons together also raises their mutual repulsion, which a one-electron model lacks. The model shows the trend with binding energy within one type of well, not the molecular magnitude.

Electron correlation, estimated by second-order Møller–Plesset theory (MP2) at the same geometries with all electrons correlated (freezing the 1s cores lowers the 6-31+G* barrier by 0.7 kJ/mol), changes the barrier shift from 38.4 to 46.5 kJ/mol. It moves the barrier itself more: in 6-31+G* from +22.1 to −6.3 kJ/mol. Without correction for borrowing, the upward shift on adding diffuse functions is thus found at both levels, while even the sign of the barrier from separated reactants depends on the level. Higher correlation, larger basis sets, zero-point energy, solvent and the ion–molecule complex that precedes the transition state are left out, so none of these barriers is a reference value.

The shift depends on the reaction and on the chosen zero of energy. If the extra electron is held more loosely in the transition state than in the reactant anion, $L_{\rm TS}$ can exceed the sum for the reactants, and diffuse functions then lower the barrier. If the barrier is measured from the ion–molecule complex, the loss of that complex replaces the two separate losses, and the shift has to be computed anew. Apart from the full-counterpoise and frozen-core figures, the values quoted for the model and for the methyl transfer are listed in the numerical output below; neither of these two other cases was computed.

## Computed values

```
well: lam = 1.0 1/bohr; basis: a = 0.2 1/bohr^2, ratio 3
compact basis: 10 functions, largest exponent 3937 1/bohr^2
I = 1 eV: kappa 0.271 1/bohr, kappa^2/4 0.0184 1/bohr^2, rms r 3.51 bohr
  compact E 0.176 eV; lowering by 1 diffuse 103.10, by 4 113.47 kJ/mol
  dL/dg -0.1765 (a.u.); exponent needed for 1% loss 0.0310 1/bohr^2
I = 2 eV: kappa 0.383 1/bohr, kappa^2/4 0.0367 1/bohr^2, rms r 2.67 bohr
  compact E -1.280 eV; lowering by 1 diffuse 66.41, by 4 69.51 kJ/mol
  dL/dg -0.1234 (a.u.); exponent needed for 1% loss 0.0589 1/bohr^2
  control, best function inserted between: 23.34 kJ/mol
I = 4 eV: kappa 0.542 1/bohr, kappa^2/4 0.0735 1/bohr^2, rms r 2.04 bohr
  compact E -3.682 eV; lowering by 1 diffuse 30.37, by 4 30.67 kJ/mol
  dL/dg -0.0664 (a.u.); exponent needed for 1% loss 0.1106 1/bohr^2
I = 8 eV: kappa 0.767 1/bohr, kappa^2/4 0.1470 1/bohr^2, rms r 1.56 bohr
  compact E -7.928 eV; lowering by 1 diffuse 6.90, by 4 6.90 kJ/mol
  dL/dg -0.0204 (a.u.); exponent needed for 1% loss 0.2051 1/bohr^2
I = 12 eV: kappa 0.939 1/bohr, kappa^2/4 0.2205 1/bohr^2, rms r 1.33 bohr
  compact E -11.984 eV; lowering by 1 diffuse 1.48, by 4 1.48 kJ/mol
  dL/dg -0.0058 (a.u.); exponent needed for 1% loss 0.2932 1/bohr^2
model lowering ratio, 2 eV over 12 eV: 47.0
cut state, I 2 eV, a 0.20: exp(-I/a) 6.92e-01, error 344, bound 1.46e+03 kJ/mol
cut state, I 2 eV, a 0.02: exp(-I/a) 2.54e-02, error 0.604, bound 0.758 kJ/mol
cut state, I 12 eV, a 0.20: exp(-I/a) 1.10e-01, error 49.1, bound 114 kJ/mol
cut state, I 12 eV, a 0.05: exp(-I/a) 1.48e-04, error 0.0139, bound 0.0179 kJ/mol
12 eV with Coulomb tail: lowering 19.12 kJ/mol (core term 0.102)
TS: C-F 1.847, C-H 1.061 angstrom; falls 13.49 kJ/mol for C shift 0.15 angstrom
CH3F: C-F 1.370, C-H 1.081 angstrom, F-C-H 108.5 deg
smallest F exponent: 6-31G* 0.3582, 6-31+G* 0.1076 1/bohr^2
F-: HF -99.350181 -> -99.417376 hartree, lowering 176.4 kJ/mol
  highest orbital -2.12 -> -4.85 eV
CH3F: HF -139.033008 -> -139.042688 hartree, lowering 25.4 kJ/mol
  highest orbital -14.24 -> -14.50 eV
TS: HF -238.389409 -> -238.451645 hartree, lowering 163.4 kJ/mol
  highest orbital -5.25 -> -6.86 eV
lowering per heavy atom: TS 54.5, CH3F 12.7 kJ/mol
HF barrier from separated reactants: 6-31G* -16.3, 6-31+G* 22.1, shift 38.4 kJ/mol
MP2 barrier from separated reactants: 6-31G* -52.7, 6-31+G* -6.3, shift 46.5 kJ/mol
F- gain from neighbours' 6-31G* functions: 54.9 kJ/mol
```
